IRCMax barriers: high-level energies along a low-level reaction path

**What fixes the form of the correction**

A reaction barrier can be computed in two stages. A cheap method locates the saddle point, and an expensive one supplies a single energy there. The IRCMax setting replaces that single energy by the maximum of the expensive energy along the cheap method's reaction path. By how much can this raise the barrier?

Let s be the distance along the path, with s = 0 at the low-level saddle. Near it the low-level energy falls as −½κs², with κ > 0. Let the difference between the high-level and low-level energies have slope a at s = 0. Reversing the direction of s changes the sign of a but cannot change the height of the maximum, so the gain is even in a. Since a is an energy per length and κ an energy per length squared, a^p κ^q is an energy only if p + q = 1 and p + 2q = 0. Hence p = 2, q = −1, and to leading order

gain = C a²/κ.

The gain is quadratic in the slope, and large for flat barriers. The constant C, and the part of the error that the path cannot remove, need a calculation.

**Surfaces, coordinates and path**

Let V_L and V_H be the low-level and high-level energies of the same electronic state, and D = V_H − V_L. Both surfaces are taken as smooth near the barrier. The algebra is in atomic units; numbers are in eV, angstrom (Å) and atomic mass units (amu).

The intrinsic reaction coordinate (IRC) is the steepest-descent path from the saddle in mass-weighted coordinates. For a collinear triatomic with atoms 1, 2, 3 at x₁ < x₂ < x₃, let r₁ = x₂ − x₁ and r₂ = x₃ − x₂, and write V₁, V₂ for the derivatives of V with respect to r₁, r₂. The chain rule gives

∂V/∂x₁ = −V₁, ∂V/∂x₂ = V₁ − V₂, ∂V/∂x₃ = V₂.

Newton's equations, mᵢẍᵢ = −∂V/∂xᵢ, then give

r̈₁ = ẍ₂ − ẍ₁ = −(1/m₁ + 1/m₂)V₁ + V₂/m₂
r̈₂ = ẍ₃ − ẍ₂ = V₁/m₂ − (1/m₂ + 1/m₃)V₂.

In matrix form r̈ = −G∇V, with G₁₁ = 1/m₁ + 1/m₂, G₂₂ = 1/m₂ + 1/m₃ and G₁₂ = G₂₁ = −1/m₂. Define q by r = Tq, where T is the symmetric square root of G. The chain rule gives ∇_qV = T∇_rV, and therefore

q̈ = T⁻¹r̈ = −T⁻¹TT∇_rV = −∇_qV.

In these coordinates every direction has unit mass. Hessian eigenvalues are squared angular frequencies, and the path leaving the saddle on either side obeys

dq/dσ = −∇_qV_L/|∇_qV_L|,

where σ = |s| is the distance from the saddle. We take s positive toward products. The gradient vanishes at the saddle, so the path is started by a small step along the mode of negative curvature.

**The gain along the path**

At the low-level saddle let v be the unit vector of the reaction mode, with eigenvalue −κ. The path is q(s) = q₀ + vs + O(s²). Because ∇V_L = 0 at q₀, the path's curvature does not enter V_L at second order:

V_L(s) = V_L(0) − ½κs² + O(s³).

The difference has no stationary point there in general. Write

D(s) = D(0) + as + ½bs² + O(s³),

where a = v·∇D, and b is the second derivative along the curved path. Adding the two gives

V_H(s) = V_H(0) + as − ½(κ − b)s² + O(s³).

If κ − b > 0, setting the derivative a − (κ − b)s to zero gives

s* = a/(κ − b).

Substitution yields a²/(κ − b) − ½a²/(κ − b), so

gain = a²/[2(κ − b)].

If D is small as a whole, b is small beside κ and the leading gain is a²/(2κ). Thus C = ½.

Two limits are useful. If symmetry makes the two sides of the path equivalent, as in an identical-atom exchange, D is even in s and a = 0. When b < κ, the maximum near the saddle then stays at s = 0 and IRCMax returns the single-point energy. If instead b > κ, V_H curves upward along the path at s = 0. In the symmetric case the low-level saddle is then a local minimum of V_H along the path; for a ≠ 0 the dip is displaced from it. Either way the expansion about a single maximum fails.

**What the path misses**

Let u be a transverse mode with eigenvalue k > 0, and let y and z be displacements along v and u. With g_v = v·∇D = a and g_u = u·∇D, the high-level surface to leading order is

V_H = V_H(q₀) + g_v y + g_u z − ½κy² + ½kz².

Its stationary point satisfies g_v − κy = 0 and g_u + kz = 0. Hence y = g_v/κ and z = −g_u/k. Putting these back gives the true high-level saddle energy,

E_saddle = V_H(q₀) + g_v²/(2κ) − g_u²/(2k).

IRCMax contains the first correction but not the second:

E_IRCMax − E_saddle = g_u²/(2k),
E_single − E_saddle = −g_v²/(2κ) + g_u²/(2k).

With several transverse vibrations, the last term becomes a sum over them. The single-point error can have either sign: it is negative when displacement along the reaction mode dominates, and positive when transverse displacement dominates. If the two terms are equal they cancel, and the single point is then better than IRCMax at this order. Maximising along the path therefore does not guarantee a smaller error; it gives an error of known sign.

There is also a dependence on mass. The combined correction is −½gᵀH⁻¹g, with g = ∇D and H the low-level Hessian. Under r = Tq, g_q = Tg_r and H_q = TH_rT, so

g_qᵀH_q⁻¹g_q = g_rᵀT T⁻¹H_r⁻¹T⁻¹ T g_r = g_rᵀH_r⁻¹g_r.

The true saddle energy is thus independent of mass, as it must be. The division into reaction and transverse parts does depend on mass, because the modes do. An IRCMax energy can therefore change on isotopic substitution, although the potential surface does not. In the example below, the leading excess g_u²/(2k) is 0.0017 eV for H + HCl, 0.0024 eV for H + DCl and 0.00125 eV for D + HCl.

**The bound without small D**

For any continuous path from reactants to products, consider its highest value of V_H. The lowest such maximum over all connecting paths is the energy of the lowest pass, which is a saddle energy on a smooth surface with an interior barrier. The low-level IRC is one candidate path, so its maximum cannot lie below that pass:

E_IRCMax ≥ E_lowest pass.

D need not be small. What matters is that the path connects the correct basins on the high-level surface. If it is cut short, each end must continue to its basin without climbing above the maximum already found. A single point has no such protection, because it need not be the highest point of any connecting path.

The bound concerns energies on one surface. A barrier also contains the reactant energy. If the reactants keep their low-level geometry, their high-level energy is too high by some δ_R ≥ 0, and relative to the fully high-level barrier

error of IRCMax barrier = (E_IRCMax − E_saddle) − δ_R.

This can be negative. Near the reactant minimum, a mode with force constant k_R and difference slope g_R contributes g_R²/(2k_R) to δ_R, by the same minimisation as for z. A spectator vibration with the same slope and force constant in reactants and saddle cancels at this order. That favours low-level geometries at both ends, but it gives up the strict bound on the barrier.

**A case where the answer can be checked**

Consider H + HCl → H₂ + Cl. In silicon epitaxy from chlorosilane precursors HCl is a by-product, and this is a gas-phase step that can consume it, although in a hydrogen carrier gas the reverse step forms it again. The low level is UHF/6-31G** with spherical d functions. The high level is UCCSD(T) in the same basis, with the five chlorine core orbitals frozen. This is a small-basis reference, not an exact surface. The position of the high-level saddle and the size and direction of the IRCMax shift found below belong to this basis; their convergence with basis set is not established here.

The collinear arrangement has two stretching coordinates, so the high-level saddle can be found separately. The UHF surface was interpolated; at the seven scan points used below it differs from direct energies by at most 2.8×10⁻⁵ eV.

The saddles and the IRCMax point are:

low-level saddle: Cl–H 1.449 Å, H–H 0.977 Å
IRCMax point: Cl–H 1.417 Å, H–H 1.023 Å
high-level saddle: Cl–H 1.408 Å, H–H 1.017 Å.

In this basis the high level places the barrier earlier, with a shorter Cl–H bond and a longer H–H distance. IRCMax removes most of the difference: its two distances lie within about 0.01 Å of those of the high-level saddle, against about 0.04 Å for each distance at the low-level saddle.

Scan energies are measured, for each method, from reactants relaxed with that same method; D below is the difference of these relative energies. The scan ends at s = −0.30 and +0.30 amu^½ Å have high-level energies of 0.220 and 0.098 eV, both below the high-level saddle at 0.3445 eV. Their geometries show an intact HCl bond (1.268 Å) at one end and a formed H₂ bond (0.741 Å) at the other. The maximum is therefore interior and separates the intended sides.

**How closely to scan**

Near the maximum, let t be the distance from a central point and write V_H = f_c + pt − ½Kt². Energies f₋ and f₊ at t = −h and +h give, by subtraction and addition,

p = (f₊ − f₋)/(2h), K = (2f_c − f₊ − f₋)/h².

The maximum is at t = p/K and lies p²/(2K) above f_c. A cubic term ct³/6 changes the estimated p by ch²/6, and a quartic term changes K by an amount also proportional to h². Both are reasons to reduce h once the maximum is located.

At spacing 0.10 amu^½ Å, the high-level energies around the saddle are 0.3262, 0.3388 and 0.2530 eV. The highest is at s = 0, so choosing the largest scanned value would give no gain at all. The parabola does better:

p = (0.2530 − 0.3262)/0.20 = −0.366 eV/(amu^½ Å)
K = (0.6776 − 0.2530 − 0.3262)/0.0100 = 9.84 eV/(amu Å²)
gain = 0.366²/(2 × 9.84) = 0.0068 eV.

Refinement gives 0.0066 eV. The closeness is partly luck: the same p with the refined curvature found below, 10.9 eV/(amu Å²), would give 0.0061 eV.

For the refinement, D(s) was interpolated and added to V_L(s), which put the maximum at s = −0.0325 amu^½ Å. Direct energies there and at ±0.03 amu^½ Å from it give K = 10.9 eV/(amu Å²) and move the maximum to −0.0349 amu^½ Å. A displacement e from a maximum costs ½Ke², so the disagreement of 0.0024 amu^½ Å between the two estimates is worth only

½ × 10.9 × 0.0024² ≈ 3×10⁻⁵ eV.

The IRCMax energy used below is a direct calculation at the refined point, not the parabola's height.

**Reading the barriers**

The four barriers are:

UHF at its own saddle: 0.606 eV
UCCSD(T) at the UHF saddle: 0.3378 eV
IRCMax: 0.3444 eV (33.2 kJ/mol)
UCCSD(T) at its own saddle: 0.3445 eV.

The second and third use UHF reactant geometries; the first and last use reactants relaxed at their own level. This is why the second is 0.0010 eV below the scan value of 0.3388 eV at the same point. Most of the correction comes from replacing the energy method, which lowers the barrier by 0.268 eV. Moving the evaluation point restores 0.0066 eV.

The agreement of the last two barriers is closer than that of the saddle energies. On the high-level surface, IRCMax lies 0.00095 eV above the true saddle, as the bound requires, while the single point lies 0.00568 eV below it. The reactant shift is δ_R = 0.00104 eV. The IRCMax barrier error is therefore

0.00095 − 0.00104 = −0.00009 eV.

This near-zero value is a cancellation between transition-state and reactant errors. The 0.00095 eV excess is the better measure of what the path misses here.

The leading formula is less accurate. With a = −0.368 eV/(amu^½ Å), the slope of D interpolated from the coarse scan, and κ = 19.95 eV/(amu Å²), it predicts

s* = −0.368/19.95 = −0.018 amu^½ Å
gain = 0.368²/(2 × 19.95) = 0.0034 eV.

Both are about half the computed values, −0.035 amu^½ Å and 0.0066 eV. The neglected b explains most of the discrepancy. From the scan, D is −0.1993, −0.2668 and −0.2611 eV at s = −0.10, 0 and +0.10 amu^½ Å, so

b ≈ (−0.1993 − 0.2611 + 0.5336)/0.0100 = 7.3 eV/(amu Å²).

Using κ − b = 12.6 eV/(amu Å²) raises the estimated gain to 0.0054 eV. Most of the rest comes from the coarse spacing: differences of D over ±0.02 amu^½ Å about the saddle give a ≈ −0.39 eV/(amu^½ Å) and b ≈ 8.0 eV/(amu Å²), for which a²/(2κ) = 0.0039 eV and a²/[2(κ − b)] = 0.0064 eV. The difference between methods is thus not a small perturbation here, since b/κ is about 0.4.

The leading laws were tested where they should hold. A local quadratic model of D was multiplied by 0.02 and added to V_L, and the path maximum and the new saddle were found numerically. The gain and the excess deviated from their formulas by 0.42% and 0.13% of the sum of the two predicted terms. With the factor halved to 0.01, these became 0.21% and 0.07%. The relative deviations halve with D, as expected when the first omitted energy terms are cubic in its size.

**Does the difference matter at the temperature of use?**

With all else held fixed, changing a barrier by ΔE multiplies the rate by exp[−ΔE/(k_BT)]. Replacing the single-point barrier by IRCMax gives a factor of 0.77 at 300 K and 0.94 at 1300 K. The latter is a rough typical temperature for chlorosilane epitaxy. There the energy correction lowers this elementary rate by about 6%.

The changed curvature matters too. For a parabolic barrier of angular frequency ω, tunnelling and reflection multiply the classical rate by (w/2)/sin(w/2), where w = ω/(k_BT) in atomic units and w < 2π. Since x/sin x = 1 + x²/6 + …, the leading Wigner factor is

1 + w²/24.

The high-level curvature along the path at the IRCMax point corresponds to 1719i cm⁻¹ and gives 1.15 at 1300 K. This is a curvature along the low-level path, not the saddle frequency; the Hessian at the high-level saddle gives about 1650i cm⁻¹ and a factor of 1.14. The UHF saddle has 2329i cm⁻¹. Scaling the correction by the square of the wavenumber gives

1 + 0.151 × (2329/1719)² = 1.28.

The UHF curvature would thus raise the estimated rate by a further 11% (15% with the full parabolic factor), more than the 6% change due to the barrier energy. Measured against the saddle frequency, these figures become 12% and 16%. The high-level scan thus gives an estimate of the barrier width as well as its height, here about 4% high in wavenumber.

Zero-point energy needs the bend. For perpendicular atomic displacements Xᵢ, the small bend angle is θ = ΣbᵢXᵢ, with b₁ = 1/r₁, b₂ = −1/r₁ − 1/r₂ and b₃ = 1/r₂. If the energy is ½k_θθ², then mᵢẌᵢ = −k_θθbᵢ. Multiplying by bᵢ/mᵢ and summing gives ω² = k_θΣbᵢ²/mᵢ. At the UHF saddle this yields 734 cm⁻¹, against 733 cm⁻¹ from a Cartesian Hessian. At the high-level saddle the doubly degenerate bend is 664 cm⁻¹ and the symmetric stretch 1380 cm⁻¹, while HCl has 3061 cm⁻¹. The harmonic zero-point change is

½(1380 + 2 × 664 − 3061) = −177 cm⁻¹ = −0.022 eV.

At the MP2 level, the choice of basis set matters more. At the fixed IRCMax geometry, going from 6-31G** to cc-pVTZ changes the MP2 barrier by −0.079 eV, about twelve times the IRCMax gain. If that change carried over to UCCSD(T), it would roughly double the rate at 1300 K. In a real reactor the reaction also competes with surface and other gas-phase steps, which this model omits. The barriers above compare procedures and should not be used as reactor rate data.

**Choosing the setting**

Use IRCMax when the two methods may place the barrier at different points along a similar path and a high-level saddle search is too costly. Larger molecules need no interpolated surface: follow the low-level gradient step by step and compute high-level energies at selected points.

Begin with three high-level points, one at the saddle and one on each side. If they bracket a maximum, fit a parabola and compute the energy at its top. If they do not, extend the scan uphill. Before accepting the result, check that the gain is large enough to matter beside the remaining errors. In this example, the MP2 estimate suggests improving the basis before refining the path.

To estimate what the path misses, displace the low-level saddle by ±h along a soft transverse mode and calculate

g_u ≈ [D(+h) − D(−h)]/(2h).

The leading excess is g_u²/(2k). When D is not small, treat it as an order of magnitude only: in this example it gives 0.0017 eV against the actual 0.00095 eV. Soft modes deserve attention because k is in the denominator. If the excess is comparable with the accuracy required, a high-level saddle search is needed.

Do not accept a maximum at the end of the scan, a path whose electronic state changes, or a path that joins the wrong high-level basins. Several maxima call for a wider scan; the highest still gives the upper bound if the connection is correct. State which reactant geometry was used, because that choice can be as large as the remaining saddle error, as it is here. The numerical output below gives the full scan.

Table of computed values

```
HCl bond length, low / high level: 1.2652 / 1.2729 angstrom
High-level reactant shift, low geometry: 0.00104 eV
Low saddle Cl-H, H-H: 1.4489, 0.9767 angstrom
<S^2> at low saddle (pure doublet 0.75): 0.789
Low saddle kappa, k_t: 19.953, 6.652 eV/(amu angstrom^2)
Low saddle imaginary wavenumber: 2329i cm^-1
Low bend, angle / Cartesian: 734 / 733 cm^-1
Largest surface interpolation error: 2.8e-05 eV
Smallest tangent cosine: 1.000000
Path: s (amu^1/2 angstrom), Cl-H, H-H (angstrom), E_low, E_high (eV)
(each level relative to its own relaxed reactants)
  -0.30  1.2678  1.3715  0.3006  0.2204
  -0.20  1.2914  1.2511  0.3961  0.2730
  -0.10  1.3609  1.1116  0.5255  0.3262
  +0.00  1.4489  0.9767  0.6056  0.3388
  +0.10  1.5435  0.8498  0.5141  0.2530
  +0.20  1.6420  0.7603  0.3636  0.1698
  +0.30  1.7234  0.7407  0.2429  0.0982
Maximum from interpolated D: s = -0.0325 amu^1/2 angstrom
Three refinement energies: 0.34135, 0.34547, 0.33980 eV
IRCMax position: s = -0.0349 amu^1/2 angstrom
IRCMax Cl-H, H-H: 1.4173, 1.0231 angstrom
High saddle Cl-H, H-H: 1.4084, 1.0174 angstrom
Slope of D at s = 0: -0.3684 eV/(amu^1/2 angstrom)
Second-order shift: -0.0185 amu^1/2 angstrom
Second-order gain: 0.00340 eV
Actual gain, IRCMax minus single point: 0.00663 eV
IRCMax minus high saddle energy: 0.00095 eV
Single point minus high saddle energy: -0.00568 eV
Law errors (gain, excess), D x 0.02: 0.0042, 0.0013
Law errors (gain, excess), D x 0.01: 0.0021, 0.0007
Barrier low//low: 0.6056 eV
Barrier high at low saddle, low reactants: 0.3378 eV
Barrier IRCMax, low reactants: 0.3444 eV
Barrier high//high: 0.3445 eV
IRCMax barrier: 33.23 kJ/mol
Rate factor IRCMax/single point at 300 K: 0.7738
Rate factor IRCMax/single point at 1300 K: 0.9425
High saddle symmetric stretch, bend: 1380, 664 cm^-1
HCl high-level harmonic wavenumber: 3061 cm^-1
Neglected zero-point change of barrier: -0.0219 eV
IRCMax imaginary wavenumber: 1719i cm^-1
Neglected Wigner factor at 1300 K: 1.151
MP2 barrier change, cc-pVTZ minus 6-31G**: -0.0785 eV
```
